# Why low-velocity electronic stopping oscillates with projectile atomic number

**Q.** When I implant different ions at the same low velocity, the electronic stopping does not rise steadily with atomic number $Z$. It goes up, down and up again. What does a slow ion lose its energy to, in the simplest model that could explain this?

**A.** Take a nucleus of charge $Z$ moving with speed $v$ through a uniform electron gas of density $n_0=k_F^3/3\pi^2$. I use Hartree atomic units, so an electron's wave number equals its velocity. Let $v\ll k_F$, and let the electrons screen the nucleus as they would if it were at rest. The electrons are independent particles in the resulting spherical potential $V(r)$.

In the ion's frame the electrons drift past with velocity $v$ along $z$ and scatter elastically. Let $W_{\mathbf{kk'}}$ be the scattering rate and $f_{\mathbf k}$ the occupation. The force on the ion is the momentum the electrons lose per unit time,

$$F=\sum_{\mathbf{kk'}}W_{\mathbf{kk'}}f_{\mathbf k}(1-f_{\mathbf k'})(k_z-k'_z).$$

Since $W_{\mathbf{kk'}}=W_{\mathbf{k'k}}$, the term in $f_{\mathbf k}f_{\mathbf k'}$ changes sign when the labels are exchanged, and so it sums to zero. The Pauli factor drops out. Averaged over azimuth, scattering through an angle $\theta$ removes the fraction $1-\cos\theta$ of the initial momentum. This defines the transport cross section $\sigma_{tr}$, and with spin included

$$F=2\int\frac{d^3k}{(2\pi)^3}\,f_{\mathbf k}\,k_z\,k\,\sigma_{tr}(k).$$

The occupied sphere is displaced by $v$. In the direction $\mu=\cos\vartheta$ from the drift its edge lies at $K=k_F+v\mu$ to first order, so

$$F=\frac{1}{2\pi^2}\int_{-1}^{1}d\mu\,\mu\int_0^{K}dk\,k^4\sigma_{tr}(k).$$

The part of the inner integral up to $k_F$ does not depend on $\mu$ and vanishes on integration with $\mu$. The rest is $k_F^4\sigma_{tr}(k_F)\,v\mu$. With $\int\mu^2d\mu=2/3$,

$$F=\frac{k_F^4\sigma_{tr}(k_F)}{3\pi^2}\,v=n_0k_F\,\sigma_{tr}(k_F)\,v\equiv Qv .$$

The stopping power is therefore a friction, and to this order it is set by scattering at the Fermi energy.

**Q.** How does $\sigma_{tr}$ depend on the ion?

**A.** Through its phase shifts $\delta_l$. The scattering amplitude is

$$f(\theta)=\frac1k\sum_l(2l+1)a_lP_l(\mu),\qquad a_l=e^{i\delta_l}\sin\delta_l,$$

where $\mu$ is now the cosine of the scattering angle, and $\sigma_{tr}=2\pi\int(1-\mu)|f|^2d\mu$. Two integrals are needed. The first is $\int P_l^2d\mu=2/(2l+1)$. The second follows from $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$:

$$\int\mu P_lP_{l+1}d\mu=\frac{2(l+1)}{(2l+1)(2l+3)}.$$

The factors $(2l+1)(2l+3)$ cancel in the cross terms, leaving

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l\left[(2l+1)\sin^2\delta_l-2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\right].$$

Now write $\sum(2l+1)\sin^2\delta_l=\sum(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. This holds because $\sin^2\delta_l$ receives $l+1$ from one term and $l$ from the previous one. Squaring $\sin(a-b)=\sin a\cos b-\cos a\sin b$ and replacing $\cos^2$ by $1-\sin^2$ gives

$$\sin^2(a-b)=\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b).$$

Hence

$$Q=n_0k_F\frac{4\pi}{k_F^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})=\frac{4k_F^2}{3\pi}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

Adding $\pi$ to any phase shift leaves $Q$ unchanged.

**Q.** Why should the phase shifts keep growing with $Z$?

**A.** Because the gas must neutralize the nucleus. Enclose the system in a large sphere of radius $R$. A radial wave that vanishes at $R$ satisfies $kR-l\pi/2+\delta_l=p\pi$ with integer $p$. If the potential is switched on gradually and $\delta_l$ is followed continuously from zero, $\delta_l(k_F)/\pi$ levels move down through the Fermi energy. Those that become bound are included. There are $2l+1$ orientations and two spins, so neutrality requires

$$Z=\frac2\pi\sum_l(2l+1)\,\delta_l(k_F).$$

This is the Friedel sum rule. Each additional nuclear charge adds $\pi/2$ to the weighted sum. The rule does not say which channel takes the increase, and a single phase shift may even fall. That is decided by the potential.

**Q.** Then where does the potential come from?

**A.** From a density-functional calculation of the atom in jellium. With induced density $\delta n$,

$$V=-\phi+v_{xc}(n_0+\delta n)-v_{xc}(n_0),\qquad \nabla^2\phi=-4\pi\left[Z\delta(\mathbf r)-\delta n\right].$$

I use the spin-restricted, nonrelativistic local density approximation with Slater exchange and Perdew–Zunger correlation. The density comes from the Green function $G$, since $-\mathrm{Im}\,G/\pi$ is the local density of states per spin:

$$\delta n(\mathbf r)=-\frac2\pi\,\mathrm{Im}\int_{E_b}^{E_F}\left[G(\mathbf r,\mathbf r;E)-G_0(\mathbf r,\mathbf r;E)\right]dE .$$

Here $G_0$ belongs to the free gas and $E_b$ lies below the deepest core level. Because $G$ is analytic in the upper half plane, the path can be a semicircle there. It then collects bound and scattering states together. The equations are iterated until $V$ reproduces itself.

For $r_s=2$ the Fermi wave number is $k_F=0.960$ and $E_F=0.460$ Ha. Over $Z=1$ to $32$ the Friedel sum, from phase shifts with nodes counted, differs from $Z$ by at most 0.056 electrons. The density oscillations are cut off at 12 bohr, so a small difference is expected.

**Q.** What does $Q$ do along this series?

**A.** It has maxima at $Z=6$ and $Z=22$, with minima at $Z=11$ and $Z=29$:

| $Z$ | $\delta_0$ | $\delta_1$ | $\delta_2$ | $\delta_3$ | $Q$ (a.u.) |
|---|---|---|---|---|---|
| 6 | 4.200 | 1.566 | 0.075 | 0.017 | 0.873 |
| 11 | 5.839 | 3.282 | 0.251 | 0.037 | 0.182 |
| 22 | 8.598 | 6.049 | 1.520 | 0.021 | 2.044 |
| 29 | 9.459 | 6.714 | 3.107 | 0.044 | 0.225 |

To read the table, suppose that the neighbours of channel $l$ sit at multiples of $\pi$. The two terms containing $\delta_l$ then add to $[l+(l+1)]\sin^2\delta_l=(2l+1)\sin^2\delta_l$. This is largest at $\delta_l=\pi/2$ and vanishes at $\delta_l=\pi$, where the channel is transparent again.

At $Z=6$ the $p$ phase shift is almost $\pi/2=1.571$. The prefactor is $4k_F^2/3\pi=0.391$, and the first three terms give

$$Q\approx0.391\,(0.236+1.987+0.010)=0.873 .$$

At $Z=22$ the $d$ phase shift has reached that position, and

$$Q\approx0.391\,(0.312+1.933+2.985)=2.04 .$$

The second peak is higher mainly because a $d$ channel has five orientations and a $p$ channel three. Interpolated in $Z$, $\delta_1-\delta_2$ passes $\pi/2$ at 6.22 and $\delta_2-\delta_3$ at 22.28, close to the two maxima.

At $Z=11$, $\delta_0$ is 0.444 below $2\pi$ and $\delta_1$ is 0.140 above $\pi$, so scattering is weak but not absent. At $Z=29$ the $d$ phase shift is close to $\pi$, and most of what remains comes from $\delta_1$, which is 0.43 above $2\pi$.

**Q.** That is a coincidence of positions. Can you show that these channels cause the peaks?

**A.** Set one phase shift to zero and hold all the others fixed. This violates the Friedel sum rule, so it describes no real ion, but it shows how strongly $Q$ depends on that channel. Without $p$ scattering, $Q$ at $Z=6$ falls from 0.873 to 0.305. Without $d$ scattering, $Q$ at $Z=22$ falls from 2.044 to 0.165. The second drop is larger than the $l=2$ term alone, because the $p$–$d$ term was also large on account of the $d$ phase shift.

The same can be done along the whole series. Without $d$ scattering no maximum is left near $Z=22$. Without $p$ scattering the maximum at $Z=6$ is gone, and the nearest one left above it is much lower: $Q=0.40$ at $Z=8$, where $\delta_0$ has just passed $3\pi/2$.

**Q.** The $s$ wave must pass $\pi/2$ first. Why is there no peak near helium?

**A.** It does pass, between $Z=1$ ($\delta_0=1.047$) and $Z=2$ ($1.979$). From $Z=2$ to $Z=3$ the $s$–$p$ term falls from 0.98 to 0.72, while the $p$–$d$ term rises from 0.10 to 0.39. The changes nearly cancel, and $Q$ goes from 0.427 to 0.438. The result is a plateau. A passage through $\pi/2$ gives a separate maximum only if the other channels do not compensate for it. The same happens between $Z=15$ and $16$, where $\delta_1$ passes $3\pi/2$. The rising $d$ scattering hides that peak, and with $\delta_2$ set to zero a maximum $Q\approx0.88$ appears at $Z=15$.

**Q.** Would linear screening theory show any of this?

**A.** Not if the scattering is also treated to lowest order, as in linear-response stopping theory. For a weak potential proportional to $Z$, the phase shifts are small and proportional to $Z$. Then $\sin^2(\delta_l-\delta_{l+1})\approx(\delta_l-\delta_{l+1})^2$ and $Q\propto Z^2$, which cannot oscillate. That limit already fails at the start of the series: $Q(2)/Q(1)=0.427/0.257=1.7$, where the quadratic law gives 4. What removes the oscillation is the small-phase-shift approximation, not linear screening as such. A Thomas–Fermi potential $-Ze^{-\kappa r}/r$ with $\kappa=1.105$, treated with exact phase shifts, does give an oscillating $Q$, but with its first two maxima at $Z=4$ and $10$ instead of 6 and 22. The self-consistent potential is needed to place them.

**Q.** Is it right to call these peaks resonances at the Fermi energy?

**A.** It is right for the second peak and misleading for the first. What the argument needs is a phase shift passing $\pi/2$ as $Z$ changes at fixed energy. A resonance in energy requires more: for a given ion, $\delta_l$ must rise steeply through $\pi/2$ with energy. For an isolated resonance with constant width $\Gamma$ and no background, $\cot\delta_l=2(E_r-E)/\Gamma$. Differentiating gives $\delta_l'/\sin^2\delta_l=2/\Gamma$, so $\delta_l'=2/\Gamma$ at $\delta_l=\pi/2$.

At $Z=22$ the slope is 8.35 rad/Ha, which corresponds to $\Gamma\approx0.24$ Ha, about half of $E_F$. In the fixed potential $\delta_2$ climbs from 0.30 at $0.8k_F$ to 2.30 at $1.2k_F$. A constant width of 0.24 Ha would give about 0.61 and 2.6 at these two points, so the width is not constant, and 0.24 Ha describes only the slope at $E_F$. This is still a broad but recognizable $d$ resonance.

At $Z=6$ the slope is 0.84 rad/Ha. The formula would give $\Gamma\approx2.4$ Ha, five times $E_F$, which is no longer a meaningful width. The $p$ phase shift levels off near 1.65 by $1.4k_F$. Scattering in that channel is strong over a wide energy range, without a resonance peak at $E_F$.

**Q.** What does this mean for implantation into silicon?

**A.** The mean valence density of silicon corresponds to $r_s\approx2$, so the model density is typical. At $v=0.1$, which is roughly 0.25 keV per atomic mass unit, the friction law gives

$$S=0.1\times0.873\ \text{Ha/bohr}\approx4.5\ \text{eV/Å}\quad(Z=6),$$

and about 11 eV/Å for $Z=22$. For the dopants boron and phosphorus the model at $r_s=2$ has $Q=0.747$ and $0.844$, only 13% apart although $Z$ triples. That closeness belongs to this density and need not hold at another. A process model whose electronic stopping rises steadily with $Z$ misses such structure. Silicon is not uniform, however, and a channelled ion travels through less than the mean density. With the phase shifts held fixed, going from $r_s=2$ to $2.5$ would multiply $Q$ by $(2/2.5)^2=0.64$. The phase shifts change as well, by amounts not calculated here, so this is only the direct effect of the prefactor $k_F^2$ and not a correction factor. Energy lost to recoiling target atoms is separate and must be added.

**Q.** When should I stop trusting the linear law?

**A.** The speed must be small compared with $k_F$, and also with the range of $k$ over which $\sigma_{tr}$ changes. For the $d$ resonance that range is about $\Gamma/k_F\approx0.25$, so at $v=0.1$ the linear law is no longer accurate for $Z=22$: integrating over the displaced Fermi sphere in the fixed potential gives a force about 10% below $Qv$. At $v=0.005$, integrating over the displaced Fermi sphere reproduces $Qv$ at both maxima to within 0.04% of its value.

That last check concerns the electron gas only. In silicon there is also a lower limit on the speed. A collision that is elastic in the ion's frame gives an electron at most the energy $2v(k_F+v)$, which is less than the band gap of about 1.1 eV when $v$ is below about 0.02. The friction law of the gas should not be carried over to silicon at such speeds.

The numerical cutoffs matter little at the first maximum. Enlarging the radius from 12 to 14 bohr and the highest $l$ from 10 to 12, with finer grids, leaves $Q=0.873$. The physical approximations are less well controlled. The model omits spin polarization, dynamic screening, the band gap and the target's core electrons, and these calculations do not measure their effect. The full series is in the numerical output.

## Values computed for the example and the checks

```
rs = 2.0 bohr, kF = 0.9596 1/bohr, EF = 0.4604 Ha
n0 = 0.02984 bohr^-3, screening kappa = 1.1053 1/bohr
Z, delta_0..delta_3 (rad), Friedel sum, Q (a.u.)
 1   1.047   0.124   0.022   0.004    1.00   0.257
 2   1.979   0.279   0.049   0.008    1.99   0.427
 3   2.663   0.530   0.070   0.011    2.99   0.438
 4   3.252   0.842   0.076   0.013    4.01   0.555
 5   3.771   1.192   0.075   0.015    5.02   0.747
 6   4.200   1.566   0.075   0.017    6.03   0.873
 7   4.549   1.948   0.085   0.020    7.03   0.825
 8   4.856   2.317   0.108   0.024    8.02   0.639
 9   5.159   2.658   0.147   0.029    9.01   0.429
10   5.486   2.974   0.198   0.034    9.99   0.268
11   5.839   3.282   0.251   0.037   10.99   0.182
12   6.205   3.595   0.300   0.039   11.99   0.198
13   6.562   3.923   0.343   0.041   13.00   0.337
14   6.892   4.260   0.385   0.043   14.01   0.577
15   7.191   4.597   0.432   0.046   15.02   0.844
16   7.463   4.917   0.496   0.049   16.02   1.061
17   7.715   5.206   0.584   0.050   17.01   1.218
18   7.946   5.458   0.704   0.048   18.00   1.363
19   8.153   5.666   0.861   0.043   18.98   1.546
20   8.330   5.829   1.055   0.035   19.96   1.770
21   8.476   5.953   1.278   0.028   20.95   1.969
22   8.598   6.049   1.520   0.021   21.94   2.044
23   8.704   6.127   1.773   0.018   22.94   1.930
24   8.802   6.195   2.029   0.016   23.95   1.631
25   8.898   6.261   2.282   0.017   24.96   1.216
26   9.001   6.334   2.526   0.021   25.97   0.794
27   9.120   6.424   2.752   0.026   26.98   0.465
28   9.271   6.546   2.948   0.035   27.99   0.278
29   9.459   6.714   3.107   0.044   29.00   0.225
30   9.676   6.926   3.234   0.054   30.01   0.275
31   9.904   7.171   3.341   0.062   31.01   0.403
32  10.130   7.434   3.440   0.070   32.02   0.581
first maximum Z = 6, minimum Z = 11
second maximum Z = 22, lowest Q after it at Z = 29
delta_1-delta_2 = pi/2 at Z = 6.22
delta_2-delta_3 = pi/2 at Z = 22.28
at minimum, delta_0..3 from multiple of pi (rad): -0.444 0.140 0.251 0.037
k/kF for the phase profiles: 0.6 0.8 1.0 1.2 1.4
Z = 6: Q = 0.873, p transparent: 0.305 a.u.
  delta_1(k) (rad): 0.651 1.270 1.566 1.645 1.655
  d delta_1/dE at EF = 0.840 rad/Ha
  stopping at v = 0.1 a.u.: 4.49 eV/angstrom
Z = 22: Q = 2.044, d transparent: 0.165 a.u.
  delta_2(k) (rad): 0.054 0.295 1.520 2.300 2.496
  d delta_2/dE at EF = 8.351 rad/Ha
  stopping at v = 0.1 a.u.: 10.51 eV/angstrom
largest Friedel-sum error = 0.056 electrons
density test, relative error = 1.7e-04
energy quadrature at largest Z = 1.0e-06 electrons
angular quadrature, relative error = 1.5e-14
displaced Fermi sphere, relative error = 3.1e-04
Q at first maximum, finer numerics = 0.873 a.u.
```
